\section*{Thermal Damping of Shubnikov-de Haas Oscillations and the Cyclotron Mass}

\section{Definitions and conventions}

A two-dimensional conductor lies in a perpendicular magnetic field $B>0$. The carriers are independent, with charge magnitude $e$ and chemical potential $\mu$. At energy $\varepsilon$ the band encloses an area $A(\varepsilon)$ in $k$ space. The cyclotron mass and frequency are
\begin{equation}
m_c=\frac{\hbar^2}{2\pi}\left.\frac{dA}{d\varepsilon}\right|_{\mu},\qquad
\omega_c=\frac{eB}{m_c}.
\label{mass}
\end{equation}
For a parabolic band, $A=2\pi m\varepsilon/\hbar^2$ and $m_c=m$. In general $m_c$ depends on $\mu$.

Formulas are in SI form; energies are quoted in meV, fields in T and masses in electron masses $m_e$, the natural units for this measurement. The Fermi function is $f(\varepsilon)=[e^{(\varepsilon-\mu)/k_BT}+1]^{-1}$, and $f'=df/d\varepsilon$.

Four assumptions are made. Scattering is elastic. Level widths and the smooth background do not depend on temperature. Many levels are filled, and $k_BT$ is small compared with the distance of $\mu$ from the band edge. The oscillations are small compared with the background. The result to be derived is that harmonic $p$ of the conductivity, and at small amplitude the fundamental of the resistance, carries the factor
\begin{equation}
R_T(p)=\frac{X_p}{\sinh X_p},\qquad
X_p=\frac{2\pi^2p\,k_BT}{\hbar\omega_c}
=\frac{2\pi^2p\,k_BTm_c}{\hbar eB}.
\label{RT}
\end{equation}
We write $X$ for $X_1$.

\section{Levels and their harmonics}

Let $\hbar\mathbf k=\mathbf p+e\mathbf A_{\rm v}$ be the kinetic momentum, with vector potential $\mathbf A_{\rm v}$. Then
\[
[k_x,k_y]=-\frac{ie}{\hbar}
(\partial_xA_{{\rm v},y}-\partial_yA_{{\rm v},x})=-\frac{ieB}{\hbar}.
\]
Hence $Q=\hbar k_y/(eB)$ and $P=k_x$ obey $[Q,P]=i$. Semiclassical quantization, $\oint P\,dQ=2\pi(n+\gamma)$, gives
\begin{equation}
\Phi(\varepsilon_n)=n+\gamma,\qquad
\Phi(\varepsilon)=\frac{\hbar A(\varepsilon)}{2\pi eB}.
\label{levels}
\end{equation}
The constant $\gamma$ sets the phase of the oscillations and will not affect their damping. From (\ref{mass}),
\begin{equation}
\frac{d\Phi}{d\varepsilon}
=\frac{\hbar}{2\pi eB}\frac{2\pi m_c}{\hbar^2}
=\frac{m_c}{\hbar eB}=\frac1{\hbar\omega_c}.
\label{slope}
\end{equation}
Adjacent levels differ by one in $\Phi$, so their local spacing is $\hbar\omega_c$. This is how $m_c$ enters.

Each level holds $eB/(2\pi\hbar)$ states per area, for one spin and valley. Changing variable from $\varepsilon$ to $\Phi$ gives
\[
g(\varepsilon)=\frac{eB}{2\pi\hbar}\frac{d\Phi}{d\varepsilon}
\sum_n\delta(\Phi-n-\gamma),\qquad
g_0=\frac{eB}{2\pi\hbar}\frac{m_c}{\hbar eB}=\frac{m_c}{2\pi\hbar^2}.
\]
Far above the band bottom the sum may be extended to all integers. It then has period one in $\Phi$. Its Fourier coefficient at $e^{2\pi ip\Phi}$ is $e^{-2\pi ip\gamma}$, because one delta function lies in each period. Pairing $p$ with $-p$,
\begin{equation}
\frac{g}{g_0}=1+2\sum_{p=1}^{\infty}\cos[2\pi p(\Phi-\gamma)].
\label{dos}
\end{equation}

Disorder replaces each sharp level by a normalized, symmetric line shape $L(x)$. A shift $x$ in energy changes the phase of harmonic $p$ by $\kappa_px$, with $\kappa_p=2\pi p/(\hbar\omega_c)$. The sine part averages to zero by symmetry, and the cosine part gives $R_D(p)=\int L(x)\cos(\kappa_px)\,dx$. For a Gaussian of standard deviation $s$, completing the square gives
\begin{equation}
R_D(p)=e^{-\kappa_p^2s^2/2}
=\exp\!\left[-\frac{2\pi^2p^2s^2}{(\hbar\omega_c)^2}\right].
\label{RD}
\end{equation}

\section{From levels to conductivity}

For independent carriers with elastic scattering, the linear dc response is linear in the occupation: $\sigma_{ij}(T)=\int fS_{ij}\,d\varepsilon$, where $S_{ij}(\varepsilon)$ does not depend on $T$. Define the zero-temperature conductivity at Fermi energy $\varepsilon$ by $\sigma^0_{ij}(\varepsilon)=\int_{-\infty}^{\varepsilon}S_{ij}\,d\varepsilon'$. Integration by parts gives
\begin{equation}
\sigma_{ij}(T)=\int(-f')\,\sigma^0_{ij}(\varepsilon)\,d\varepsilon .
\label{average}
\end{equation}
The boundary terms vanish because $f\to0$ at high energy and $\sigma^0_{ij}\to0$ below the lowest band.

Near $\mu$ the level pattern repeats when $\Phi$ increases by one. Therefore $\sigma^0_{ij}=\sum_pC_{ij}^{(p)}e^{2\pi ip\Phi}$, with coefficients that vary slowly with energy. They contain the scattering physics but not $T$. Set $\varepsilon=\mu+x$ and use (\ref{slope}) to linearize the phase:
\[
2\pi p\,\Phi(\mu+x)\simeq2\pi p\,\Phi(\mu)+\kappa_px.
\]
Each harmonic is then multiplied by $\int(-f')e^{i\kappa_px}dx$. Physically, carriers across the thermal window sample different phases, and their contributions partly cancel.

\section{The thermal integral}

Put $y=x/(k_BT)$ and $q=\kappa_pk_BT$. Since
\[
-\frac{d}{dy}\frac1{e^y+1}=\frac{e^y}{(e^y+1)^2}
=\frac1{4\cosh^2(y/2)},
\]
the required factor is
\begin{equation}
I(q)=\int_{-\infty}^{\infty}\frac{e^{iqy}}{4\cosh^2(y/2)}\,dy .
\label{integral}
\end{equation}

For $q>0$, integrate around the rectangle bounded by the real axis and the line $\operatorname{Im}y=2\pi$. The vertical sides vanish as they move to infinity. On the upper side the denominator is unchanged, while $e^{iq(y+2\pi i)}=e^{-2\pi q}e^{iqy}$. That side is traversed backwards, so the contour integral equals $(1-e^{-2\pi q})I(q)$.

The enclosed pole is at $y=i\pi$. With $y=i\pi+z$, $\cosh(y/2)=i\sinh(z/2)$, and near $z=0$
\[
\frac{e^{iqy}}{4\cosh^2(y/2)}
=-\frac{e^{-\pi q}e^{iqz}}{4\sinh^2(z/2)}
=-e^{-\pi q}\left(\frac1{z^2}+\frac{iq}{z}+\cdots\right).
\]
The residue is $-iqe^{-\pi q}$, so
\[
(1-e^{-2\pi q})I=2\pi i(-iqe^{-\pi q})=2\pi qe^{-\pi q},
\qquad
I(q)=\frac{2\pi q}{e^{\pi q}-e^{-\pi q}}=\frac{\pi q}{\sinh\pi q}.
\]
Because $\pi q=2\pi^2pk_BT/(\hbar\omega_c)=X_p$, this is (\ref{RT}).

At small $X_p$, $R_T\simeq1-X_p^2/6$; at large $X_p$, $R_T\simeq2X_pe^{-X_p}$. The factor $2\pi^2\approx20$ means that damping is already appreciable when $k_BT$ is about one twentieth of the level spacing. Higher harmonics are damped more strongly.

The linear phase fails if its next term, $\pi p\,\Phi''(\mu)x^2$, is not small over the energies that matter, which are set by both temperature and level width.

\section{From conductivity to resistance}

Let $\rho$ be the inverse of the background conductivity tensor and $\delta\sigma$ the oscillating part. Expanding the inverse,
\[
(\rho^{-1}+\delta\sigma)^{-1}
=\rho-\rho\,\delta\sigma\,\rho
+\rho\,\delta\sigma\,\rho\,\delta\sigma\,\rho-\cdots .
\]
In the linear term every component of harmonic $p$ carries the same $R_T(p)$, so the fundamental of the resistance carries $R_T(1)$ to leading order. Two fundamentals multiply to a constant and a second harmonic. This product is damped as $R_T(1)^2$ and can be as large as the linear term at $p=2$, so the second harmonic of the resistance need not follow $R_T(2)$. If the second harmonic of $\delta\sigma$ is itself second order, the fundamental is first corrected at third order, which is a relative correction of second order.

A model shows the connection with the density of states. Let $D=g/g_0=1+\eta$, let the scattering rate be $1/\tau=D/\tau_0$, and set $w=\omega_c\tau_0$. The product of density of states and diffusion constant gives the longitudinal conductivity. The Hall magnitude is taken as $\sigma_{xy}=ne/B-\sigma_{xx}/(\omega_c\tau)$, with $n$ the smooth density. In units of the zero-field conductivity,
\[
S=\sigma_{xx}=\frac{D^2}{D^2+w^2},\qquad
H=\sigma_{xy}=\frac{1-DS}{w}.
\]
Write $N=1+w^2$. At $\eta=0$, $S_0=1/N$, $H_0=w/N$ and $S_0^2+H_0^2=1/N$. To first order,
\[
\delta S=\frac{2w^2}{N^2}\eta,\qquad
\delta H=-\frac{S_0\eta+\delta S}{w}=-\frac{1+3w^2}{wN^2}\eta .
\]
Since $\rho_{xx}=S/(S^2+H^2)$,
\begin{align*}
\frac{\delta\rho_{xx}}{\rho_{xx}}
&=\frac{\delta S}{S_0}-2N(S_0\delta S+H_0\delta H)\\
&=\left[\frac{2w^2}{N}-\frac{2}{N^2}(2w^2-1-3w^2)\right]\eta
=\frac{2w^2+2}{N}\eta=2\eta .
\end{align*}
The factor 2 belongs to this model. The mass analysis needs a temperature-independent prefactor, not this particular value.

\section{Fixed density}

A gated sheet may keep its density, rather than $\mu$, fixed. Suppose that the thermally averaged density of states is $D=1+a\cos\psi$, where $\psi=2\pi[\Phi(\mu)-\gamma]$ and $a$ includes $R_DR_T$. The filling phase $M$, which is $2\pi$ times the number of filled levels up to a constant, satisfies $dM=D\,d\psi$. Thus $M=\psi+a\sin\psi$. Over one period, with the slow envelope held constant, the fundamental seen against $M$ is
\[
a_n=\frac1\pi\int_0^{2\pi}D\cos M\,dM
=\frac1\pi\int_0^{2\pi}(1+a\cos\psi)^2
\cos(\psi+a\sin\psi)\,d\psi .
\]
Through third order,
\[
\cos(\psi+a\sin\psi)=\cos\psi-a\sin^2\psi
-\tfrac{a^2}{2}\sin^2\psi\cos\psi+\tfrac{a^3}{6}\sin^4\psi .
\]
With $\langle\cdot\rangle$ the average over $\psi$, the first-order coefficient is $2\langle2\cos^2\psi-\sin^2\psi\rangle=1$. The second-order terms average to zero. The third-order coefficient is
\[
2\left\langle\tfrac16\sin^4\psi
-2\sin^2\psi\cos^2\psi\right\rangle
=2\left(\tfrac1{16}-\tfrac14\right)=-\tfrac38 .
\]
Hence $a_n\simeq a(1-3a^2/8)$ for a pure cosine. A second harmonic $b\cos2\psi$ in $D$ adds $5b/4$ to the relative correction. For the Gaussian levels used below $b$ is negligible. For Lorentzian levels $R_D(2)=R_D(1)^2$ and $b=(a^2/2)\tanh X/X$, which is of the same order and reverses the sign of the correction at small $X$. In either case the correction is of relative order $a^2$, so motion of $\mu$ leaves the leading thermal law intact when $a\ll1$.

\section{How the damping determines the mass}

Let $a(T)$ now denote the fundamental resistance amplitude at fixed $B$. For $T_1<T_2$, the temperature-independent prefactor cancels:
\[
\frac{a(T_1)}{a(T_2)}
=\frac{T_1\sinh X(T_2)}{T_2\sinh X(T_1)} .
\]
The derivative of its logarithm with respect to $\ln m_c$ is $X(T_2)\coth X(T_2)-X(T_1)\coth X(T_1)$. This is positive, because
\[
\frac{d}{dX}(X\coth X)
=\frac{\sinh2X-2X}{2\sinh^2X}>0 .
\]
The ratio rises from 1 at zero mass without bound, so any measured ratio above 1 fixes one mass. For temperatures $T$ and $2T$, with $X=X(T)$,
\begin{equation}
r=\frac{a(T)}{a(2T)}
=\frac{X}{\sinh X}\frac{\sinh2X}{2X}=\cosh X,
\quad
m_c=\frac{\hbar eB}{2\pi^2k_BT}\operatorname{arccosh}r .
\label{invert}
\end{equation}

Differentiating $X=\operatorname{arccosh}r$ gives $dX=dr/\sinh X$, and therefore
\begin{equation}
\frac{\delta m_c}{m_c}=\frac{\coth X}{X}\frac{\delta r}{r}.
\label{error}
\end{equation}
At small $X$ the factor grows as $1/X^2$, since the two amplitudes are nearly equal. At large $X$ it is small, but the signal is exponentially weak.

A straight-line reading of $\ln(a/T)$ against $T$ uses the large-$X$ limit too early. With $X=bT$, $a/T\propto1/\sinh(bT)$ and the local slope is $-b\coth(bT)$. The apparent mass is $m_c\coth X$, which is too large.

If Gaussian level broadening grows with temperature, it lowers $a(2T)$ further, raises $r$, and again makes the inferred mass too large. A spin or valley splitting that shifts two equal ladders by phases $\pm\delta/2$ gives
\[
\cos(\theta+\delta/2)+\cos(\theta-\delta/2)
=2\cos(\delta/2)\cos\theta .
\]
This prefactor cancels in $r$ if $\delta$ is independent of $T$, unless it is so near zero that no fundamental remains. Carriers with different masses have different thermal factors. If the oscillations are small and each fundamental is resolved from the other group's fundamental and harmonics, (\ref{invert}) can be applied to each amplitude separately. If the fundamentals are not resolved, the amplitudes mix, and (\ref{invert}) applied to the total does not in general give the mass of either group.

\section{Worked example: a gapped Dirac channel}

Take $\varepsilon^2=\Delta^2+(\hbar vk)^2$, with round model values $\Delta=50$ meV, $v=5\times10^5$ m/s and $\mu=100$ meV. The area is $A=\pi(\varepsilon^2-\Delta^2)/(\hbar v)^2$, so (\ref{mass}) gives
\[
m_c=\frac{\mu}{v^2}=6.409\times10^{-32}\ {\rm kg}=0.07035\,m_e .
\]
The band-edge mass $\Delta/v^2=0.0352\,m_e$ is half as large. The oscillations measure $m_c$ at $\mu$, not the band-edge mass.

In a field, with $[b,b^\dagger]=1$ and $E_B^2=2\hbar v^2eB$, the Hamiltonian for one valley is
\[
\mathcal H=\begin{pmatrix}\Delta&E_Bb\\E_Bb^\dagger&-\Delta\end{pmatrix},
\qquad
\mathcal H^2=\Delta^2+E_B^2
\begin{pmatrix}bb^\dagger&0\\0&b^\dagger b\end{pmatrix}.
\]
The positive levels near $\mu$ are therefore $\varepsilon_n=\sqrt{\Delta^2+nE_B^2}$. Inserting them in (\ref{levels}) gives $\Phi(\varepsilon_n)=n$, so $\gamma=0$. At $B=1$ T, $\hbar\omega_c=1.646$ meV. Diagonalization puts level 23 at 100.35 meV, with a local spacing of 1.640 meV. That spacing corresponds to $0.0706\,m_e$, slightly above the mass at $\mu$, because this level lies above $\mu$ and $m_c$ grows with energy.

The signal analysed is the relative oscillation of the thermally averaged density of states, built from Gaussian levels with $s=0.50$ meV. Equation (\ref{RD}) gives $R_D=0.1616$. The phase at $\mu$ is $F/B$ with $F=22.79$ T. The amplitude is extracted with a raised-cosine window two periods wide in $1/B$, centred at 1 T$^{-1}$, and compared with $2R_DR_T$:
\begin{center}
\begin{tabular}{ccccc}
$T$ (K)&$X$&$R_T$&trace&$2R_DR_T$\\
1&1.034&0.8419&0.2724&0.2721\\
2&2.067&0.5316&0.1722&0.1718\\
3&3.101&0.2797&0.0907&0.0904\\
4&4.135&0.1324&0.0430&0.0428
\end{tabular}
\end{center}

From the unrounded 2 K and 4 K amplitudes, $r=4.0025$ and $\operatorname{arccosh}r=2.0641$. The prefactor in (\ref{invert}) is $m_c/X=0.07035\,m_e/2.0674$, and hence
\[
m=\frac{0.07035}{2.0674}\times2.0641\,m_e=0.0702\,m_e .
\]
This is 0.16 percent below the band value. A fit to all four temperatures is 0.13 percent below it. Of the 0.16 percent, about 0.14 comes from the finite field window, across which $R_DR_T$ varies, and about 0.02 from the neglected phase curvature. These figures refer to the density of states at fixed $\mu$, not to a resistance. Point by point, the linear-phase formula departs from the trace by at most 3.2 percent of the peak signal.

At 2 K the factor in (\ref{error}) is 0.50: a 1 percent error in $r$ gives a 0.5 percent error in mass. The local logarithmic slope at 2 K would give $0.0726\,m_e$, an excess of 3.25 percent over $m_c$.

The small-signal condition was also tested. In the resistivity model with $w=1.5$, and with resistance amplitudes taken relative to the mean resistance, density-of-states amplitudes of 0.10 and 0.05 before thermal damping change $r$ by $-0.238$ and $-0.060$ percent relative to $\cosh X$. Halving the amplitude reduces the error by a factor of 3.99, as expected for a second-order correction. The size of the correction depends on $w$: for amplitude 0.10 it is about $-1.3$ percent at $w=0.5$ and $-0.03$ percent at $w=5$. The Dirac example has the larger amplitude $2R_D=0.32$; its levels in this model with $w=1.5$ would lower $r$ by about 2.4 percent and the mass by about 1.2 percent, well beyond the 0.16 percent found above. In a separate fixed-density test with equally spaced levels and $a=0.159$, the fundamental falls by 0.935 percent, against 0.954 percent from $3a^2/8$. With the 2 K and 4 K amplitudes of the table, fixed density would lower $r$ by about 1 percent and the mass by about 0.5 percent. The numerical output gives the remaining digits.

\section*{Computed values}
\begin{verbatim}
Half gap: 50.0 meV
Chemical potential: 100.0 meV
Band velocity: 5.00e+05 m/s
Central field: 1.00 T
Gaussian level width (standard deviation): 0.50 meV
Cyclotron mass from band: 0.07035 m_e
Cyclotron mass from band: 6.4087e-32 kg
Band-edge mass: 0.03518 m_e
Cyclotron energy: 1.6455 meV
Oscillation frequency in 1/B: 22.7890 T
Diagonalized level nearest mu: 100.3466 meV
Its index: 23 (dimensionless)
Mean adjacent level spacing there: 1.6401 meV
Mass from that spacing: 0.07059 m_e
Level damping R_D at central field: 0.16163
T=1 K: X=1.0337, R_T=0.84186
T=1 K: trace amplitude=0.272439, formula=0.272134
T=2 K: X=2.0674, R_T=0.53162
T=2 K: trace amplitude=0.172202, formula=0.171848
T=3 K: X=3.1011, R_T=0.27966
T=3 K: trace amplitude=0.090717, formula=0.090402
T=4 K: X=4.1348, R_T=0.13239
T=4 K: trace amplitude=0.043024, formula=0.042797
Amplitude ratio a(2 K)/a(4 K): 4.00248
Arccosh of that ratio: 2.06408
Mass from 2 K and 4 K: 0.07024 m_e
Relative error of pair mass: -0.161 percent
Mass from four-temperature fit: 0.07026 m_e
Relative error of fitted mass: -0.134 percent
Largest trace error / peak signal: 3.20 percent
Relative mass error per relative ratio error: 0.4994
Apparent mass from log slope at 2 K: 0.07264 m_e
Log-slope mass excess: 3.25 percent
Largest thermal-integral error: 2.2e-16 (dimensionless)
Resistivity/DOS relative amplitude: 2.00000 (dimensionless)
Ratio error, DOS amplitude 0.10: -0.2376 percent
Ratio error, DOS amplitude 0.05: -0.0596 percent
Quotient of these errors: 3.987 (dimensionless)
Fixed-mu test amplitude: 0.15949 (dimensionless)
Fixed-density amplitude change: -0.9354 percent
Predicted fixed-density change: -0.9538 percent
\end{verbatim}
